# Large-$\mu$ expansion of the short-range correlation functional for the erf interaction, part 1

(Sections cited here and not found follow in the later parts.)

For the splitting $2/r = 2\,\mathrm{erf}(\mu r)/r + 2\,\mathrm{erfc}(\mu r)/r$ of the electron repulsion in Rydberg atomic units, the short-range correlation functional at fixed density behaves for $\mu\to\infty$ as

$$\bar E_c^{\,sr,\mu}[n]=\frac{\pi\,(N_2-N_2^{KS})}{\mu^{2}}+\frac{4\sqrt{2\pi}\,N_2}{3\mu^{3}}-\frac{\pi N_2\ln\mu}{4\mu^{4}}+O(\mu^{-4}). \tag{1}$$

$N_2=\int n_2(\mathbf r,\mathbf r)\,d^3r$ is the space integral of the on-top pair density of the physical Coulomb ground state, and $N_2^{KS}$ is the same integral for the Kohn–Sham determinant, both with the pair density normalized to $N(N-1)$. The $\mu^{-2}$ term contains the correlation part of the on-top density and the $\mu^{-3}$ term contains the whole of it. The error left after these two terms is of order $\mu^{-4}\ln\mu$. With energies in hartree every coefficient in (1) is halved, so that the first two become $\pi/2$ and $2\sqrt{2\pi}/3$.

## Definitions and assumptions

Energies are in rydberg, lengths in bohr and $\mu$ in inverse bohr. Wherever $1/\mu$ is added to a pure number or $\ln\mu$ appears, $\mu$ stands for its numerical value in inverse bohr; another unit under the logarithm would change only the $O(\mu^{-4})$ term of (1). The Hamiltonian of $N$ electrons is $H=T+W+V$ with $T=-\sum_i\nabla_i^2$, $W=\sum_{i<j}2/r_{ij}$ and $V=\sum_i v(\mathbf r_i)$. The two parts of the interaction are

$$w^{lr}(r)=\frac{2\,\mathrm{erf}(\mu r)}{r},\qquad w^{sr}(r)=\frac{2\,\mathrm{erfc}(\mu r)}{r},\qquad \mathrm{erf}(y)=\frac{2}{\sqrt\pi}\int_0^y e^{-t^2}dt,$$

with $\mathrm{erfc}=1-\mathrm{erf}$, and $W^{lr}$, $W^{sr}$ are the sums over pairs. The constrained-search functionals are

$$F^\mu[n]=\min_{\Psi\to n}\langle\Psi|T+W^{lr}|\Psi\rangle,\qquad F[n]=\min_{\Psi\to n}\langle\Psi|T+W|\Psi\rangle,$$

with minimizers $\Psi^\mu$ and $\Psi$. At $\mu=0$ the interaction vanishes, $F^0=T_s$, and the minimizer is the Kohn–Sham determinant $\Phi^{KS}$. With $E_{Hx}^{lr}$ and $E_{Hx}^{sr}$ the expectation values of $W^{lr}$ and $W^{sr}$ in $\Phi^{KS}$, the correlation energies are $E_c=F-T_s-E_{Hx}^{lr}-E_{Hx}^{sr}$ and $E_c^{lr,\mu}=F^\mu-T_s-E_{Hx}^{lr}$. The short-range functional is their difference,

$$\bar E_c^{\,sr,\mu}=E_c-E_c^{lr,\mu}=F-F^\mu-E_{Hx}^{sr}. \tag{2}$$

It equals $E_c$ at $\mu=0$. Since $F=F^\mu+E_{Hx}^{sr}+\bar E_c^{\,sr,\mu}$, it is the correlation piece that must be added, together with $E_{Hx}^{sr}$, to a calculation with the long-range interaction to recover the exact energy.

The pair density of a state is $n_2(\mathbf r_1,\mathbf r_2)=N(N-1)\sum_{\sigma_1\sigma_2}\int dX\,|\Psi|^2$, where $X$ collects the space and spin coordinates of electrons $3,\dots,N$. With the centre of mass $\mathbf Q=(\mathbf r_1+\mathbf r_2)/2$ and the relative vector $\mathbf r=\mathbf r_1-\mathbf r_2$, a change of variables with unit Jacobian, the intracule is

$$I(r)=\int d^3Q\int\frac{d\Omega_{\mathbf r}}{4\pi}\;n_2\!\left(\mathbf Q+\tfrac{\mathbf r}{2},\mathbf Q-\tfrac{\mathbf r}{2}\right),$$

and any pair interaction $w(r)$ has the expectation value

$$\Big\langle\sum_{i<j}w(r_{ij})\Big\rangle=\frac12\int_0^\infty 4\pi r^2 I(r)\,w(r)\,dr. \tag{3}$$

The factor $\tfrac12$ converts $N(N-1)$ ordered pairs into $N(N-1)/2$ pairs. The intracules of $\Psi$, $\Psi^\mu$ and $\Phi^{KS}$ are $I$, $I^\mu$ and $I^{KS}$, and their values at $r=0$ are $N_2$, $N_2^\mu$ and $N_2^{KS}$.

The assumptions are these.

(A1) For all large $\mu$ and for the Coulomb interaction, $n$ is the density of a ground state $\Psi^\mu$ of $H^\mu=T+W^{lr}+\sum_i v^\mu(\mathbf r_i)$, non-degenerate within its spin sector. $\Psi^\mu$ and $v^\mu$ are differentiable in $\mu$, and $\Psi^\mu$ and $I^\mu$ are bounded uniformly in $\mu$.

(A2) With a suitable choice of the additive constant, $v^\mu=v+\mu^{-2}v_2+o(\mu^{-2})$, and away from nuclei $v^\mu$ varies on a length independent of $\mu$.

(A3) $\Psi^\mu$ has an inner asymptotic expansion at fixed $y=\mu r$ and an outer asymptotic expansion at fixed $r$, and both hold in the overlap region $1/\mu\ll r\ll 1$.

(A4) The Kohn–Sham system is a single determinant of bounded orbitals with finite kinetic energy.

Assumption (A2) has a physical ground. The short-range interaction has the volume integral $2\pi/\mu^2$, computed in (5) below, so at fixed potential it changes the density at order $\mu^{-2}$, and a potential of that order is needed to restore $n$. Turning this into a proof requires a bound on the inverse density response, which is why the statement is an assumption. Assumption (A3) makes the derivation one of matched asymptotics: the coefficients are exact if the expansions exist, and no rigorous bound on the remainder is claimed.

**Theorem.** Under (A1) to (A4), equation (1) holds, and the on-top integral of the long-range system obeys

$$N_2^\mu=N_2\left[1+\frac{2}{\sqrt\pi\,\mu}-\frac{\ln\mu}{2\mu^2}\right]+O(\mu^{-2}). \tag{4}$$

## Exact relations

Four moments are needed. Each moment of erfc follows from an integration by parts with $\mathrm{erfc}'(y)=-(2/\sqrt\pi)e^{-y^2}$. The boundary term $y^{k+1}\mathrm{erfc}(y)/(k+1)$ vanishes at both ends, so $\int_0^\infty y^k\,\mathrm{erfc}\,dy=\frac{2}{(k+1)\sqrt\pi}\int_0^\infty y^{k+1}e^{-y^2}dy$. The Gaussian integrals $\int_0^\infty y^me^{-y^2}dy$ equal $\tfrac12$, $\sqrt\pi/4$, $\tfrac12$ and $3\sqrt\pi/8$ for $m=1,2,3,4$. Therefore

$$\int_0^\infty\! \mathrm{erfc}\,dy=\frac{1}{\sqrt\pi},\quad \int_0^\infty\! y\,\mathrm{erfc}\,dy=\frac14,\quad \int_0^\infty\! y^2\mathrm{erfc}\,dy=\frac{1}{3\sqrt\pi},\quad \int_0^\infty\! y^3\mathrm{erfc}\,dy=\frac{3}{16},$$

$$\int w^{sr}\,d^3r=\frac{8\pi}{\mu^2}\int_0^\infty y\,\mathrm{erfc}(y)\,dy=\frac{2\pi}{\mu^2}. \tag{5}$$

**Lemma 1 (bounds).** $\langle\Psi|W^{sr}|\Psi\rangle\le F-F^\mu\le\langle\Psi^\mu|W^{sr}|\Psi^\mu\rangle$, and $0\le F-F^\mu\le \pi\,\sup_r I^\mu(r)/\mu^2$.

*Proof.* $\Psi$ has the density $n$ and is an allowed trial state for $F^\mu$, which gives $F^\mu\le\langle\Psi|T+W-W^{sr}|\Psi\rangle=F-\langle\Psi|W^{sr}|\Psi\rangle$. In the same way $\Psi^\mu$ is an allowed trial state for $F$, which gives $F\le F^\mu+\langle\Psi^\mu|W^{sr}|\Psi^\mu\rangle$. Since $w^{sr}>0$, the lower bound is non-negative, and (3) with (5) bounds the upper one by $\tfrac12\sup I^\mu\cdot 2\pi/\mu^2$. $\square$

Hence $F^\mu\to F$. The eigenvalues are $E^\mu=F^\mu+\int v^\mu n$ and $E=F+\int vn$, so Lemma 1 and (A2) give $E^\mu-E=O(\mu^{-2})$.

**Lemma 2 (connection in $\mu$).**

$$F-F^\mu=\int_\mu^\infty \frac{dF^{t}}{dt}\,dt,\qquad \frac{dF^\mu}{d\mu}=\frac{8\sqrt\pi}{\mu^3}\int_0^\infty y^2e^{-y^2}\,I^\mu(y/\mu)\,dy. \tag{6}$$

*Proof.* The Hellmann–Feynman theorem for the normalized eigenstate $\Psi^\mu$ gives $dE^\mu/d\mu=\langle\partial_\mu W^{lr}\rangle+\int n\,\partial_\mu v^\mu$. Differentiating $F^\mu=E^\mu-\int v^\mu n$ at fixed $n$ removes the second term, so $dF^\mu/d\mu=\langle\Psi^\mu|\partial_\mu W^{lr}|\Psi^\mu\rangle$. The derivative of the interaction is

$$\partial_\mu w^{lr}=\frac{2}{r}\cdot\frac{2}{\sqrt\pi}e^{-\mu^2r^2}\cdot r=\frac{4}{\sqrt\pi}e^{-\mu^2r^2}.$$

In (3) the prefactor becomes $\tfrac12\cdot4\pi\cdot4/\sqrt\pi=8\sqrt\pi$, and $r=y/\mu$ turns $r^2dr$ into $y^2dy/\mu^3$. The first equation in (6) is the integral of the derivative with $F^\infty=F$ from Lemma 1. $\square$

The Gaussian in (6) samples $I^\mu$ at $r\sim1/\mu$. On that scale $w^{lr}$ differs from $2/r$ by an amount of its own size, and the intracule required is that of $\Psi^\mu$, whose shape there differs from the Coulomb cusp.

**Lemma 3 (Hartree–exchange).** $N_2^{KS}=\int 2n_\uparrow n_\downarrow\,d^3r$, $I^{KS}(r)=N_2^{KS}+O(r^2)$ and $E_{Hx}^{sr}=\pi N_2^{KS}/\mu^2+O(\mu^{-4})$.

*Proof.* For a determinant, $n_2^{KS}(\mathbf r_1,\mathbf r_2)=n(\mathbf r_1)n(\mathbf r_2)-\sum_\sigma|\gamma_\sigma(\mathbf r_1,\mathbf r_2)|^2$ with $\gamma_\sigma=\sum_i\varphi_{i\sigma}(\mathbf r_1)\varphi^*_{i\sigma}(\mathbf r_2)$. At $\mathbf r_1=\mathbf r_2$ this is $(n_\uparrow+n_\downarrow)^2-n_\uparrow^2-n_\downarrow^2=2n_\uparrow n_\downarrow$, where $n_\sigma$ are the spin densities of the determinant; for a closed shell it equals $n^2/2$. The exchange term can be written $|\gamma_\sigma|^2=\sum_{ij}g_{ij}(\mathbf r_1)g^*_{ij}(\mathbf r_2)$ with $g_{ij}=\varphi_{i\sigma}\varphi^*_{j\sigma}$. Both terms of $n_2^{KS}$ are real and are sums of products $g(\mathbf r_1)g^*(\mathbf r_2)$, so only the real part of each integrated product counts. Expanding $|g(\mathbf x+\mathbf r)-g(\mathbf x)|^2$ and using the invariance of $\int|g|^2$ under translation gives

$$\mathrm{Re}\int g(\mathbf x+\mathbf r)g^*(\mathbf x)\,d^3x=\int|g|^2d^3x-\frac12\int|g(\mathbf x+\mathbf r)-g(\mathbf x)|^2d^3x.$$

The difference is $g(\mathbf x+\mathbf r)-g(\mathbf x)=\int_0^1\mathbf r\cdot\nabla g(\mathbf x+s\mathbf r)\,ds$, and the Cauchy–Schwarz inequality in $s$ bounds the last integral by $r^2\int|\nabla g|^2$. This is finite by (A4), because $\nabla g$ is a sum of a bounded orbital times a square-integrable gradient. The bound holds in the presence of nuclear cusps. From (3), $E_{Hx}^{sr}=4\pi\int r\,\mathrm{erfc}(\mu r)I^{KS}(r)\,dr$. The constant gives $4\pi N_2^{KS}/(4\mu^2)$, and the rest is bounded by a constant times $\int r^3\mathrm{erfc}(\mu r)\,dr=3/(16\mu^4)$. $\square$

## The wave function near coalescence

The spins of electrons 1 and 2 are coupled to a singlet $\xi_{00}$ or a triplet $\xi_{1m}$, so that $\Psi^\mu=\Psi_S\,\xi_{00}+\sum_m\Psi_m\,\xi_{1m}$ with amplitudes depending on $(\mathbf Q,\mathbf r,X)$. Antisymmetry under exchange of 1 and 2 makes $\Psi_S$ even and $\Psi_m$ odd in $\mathbf r$. The spin functions are orthonormal, so

$$n_2=N(N-1)\int dX\,\Big(|\Psi_S|^2+\sum_m|\Psi_m|^2\Big)$$

has no cross terms. Let $A(\mathbf Q,X)$ be the singlet amplitude of the Coulomb state at $\mathbf r=0$. The odd amplitudes vanish there, and $N_2=N(N-1)\int d^3Q\,dX\,|A|^2$.

From $\nabla_1=\tfrac12\nabla_Q+\nabla_r$ and $\nabla_2=\tfrac12\nabla_Q-\nabla_r$ follows $-\nabla_1^2-\nabla_2^2=-\tfrac12\nabla_Q^2-2\nabla_r^2$, since the cross terms cancel. The Schrödinger equation reads

$$\big[-2\nabla_r^2+w^{lr}(r)+\mathcal L\big]\Psi^\mu=0,$$

where $\mathcal L$ holds $-\tfrac12\nabla_Q^2$, the kinetic energy of the other electrons, the potential $v^\mu$, all other pair interactions and $-E^\mu$. When nuclei and the other coalescence points are far away on the scale $1/\mu$, $\mathcal L\Psi^\mu$ stays of order one at fixed $y$. Setting $\mathbf r=\mathbf y/\mu$ gives $\nabla_r^2=\mu^2\nabla_y^2$ and $w^{lr}=2\mu\,\mathrm{erf}(y)/y$, and division by $2\mu^2$ yields the inner equation

$$\nabla_y^2\Psi^\mu=\frac1\mu\,\frac{\mathrm{erf}\,y}{y}\,\Psi^\mu+\frac{1}{2\mu^2}\mathcal L\Psi^\mu. \tag{7}$$

**Lemma 4 (first-order inner solution).** At fixed $y$, $\Psi_S=A\,[1+u_c(y)/\mu+\dots]$ with

$$y\,u_c(y)=\Big(\frac{y^2}{2}+\frac14\Big)\mathrm{erf}\,y+\frac{y\,e^{-y^2}}{2\sqrt\pi}+c\,y, \tag{8}$$

where $c$ does not depend on $\mathbf y$. The triplet amplitudes are $O(1/\mu)$.

*Proof.* At order $\mu^0$, (7) is Laplace's equation. Its solutions regular at the origin are $y^lY_{lm}$. A term $y^l=\mu^lr^l$ with $l\ge1$ would grow with $\mu$ in the overlap region, where the wave function tends to the bounded $\Psi$. Only the constant remains; matching identifies it with $A$ for the singlet, and oddness makes it zero for the triplet. At order $1/\mu$ the singlet term $Au_c$ satisfies $\nabla_y^2u_c=\mathrm{erf}(y)/y$. The source is spherical. Among the homogeneous solutions, $l=1$ is excluded by evenness and $l\ge2$ by the growth argument, since $\mu^{-1}y^l=\mu^{l-1}r^l$. For a spherical function $\nabla^2u=(yu)''/y$, so

$$(y\,u_c)''=\mathrm{erf}\,y.$$

One integration by parts gives $\int_0^y\mathrm{erf}\,t\,dt=y\,\mathrm{erf}\,y+(e^{-y^2}-1)/\sqrt\pi$. The second integration needs three pieces. The first is

$$\int_0^y t\,\mathrm{erf}\,t\,dt=\frac{y^2}{2}\mathrm{erf}\,y-\frac{1}{\sqrt\pi}\int_0^yt^2e^{-t^2}dt=\frac{y^2}{2}\mathrm{erf}\,y-\frac14\mathrm{erf}\,y+\frac{y\,e^{-y^2}}{2\sqrt\pi},$$

where $\int_0^yt^2e^{-t^2}dt=-\tfrac12ye^{-y^2}+\tfrac12\int_0^ye^{-t^2}dt=-\tfrac12ye^{-y^2}+\tfrac{\sqrt\pi}{4}\mathrm{erf}\,y$. The second is $\int_0^ye^{-t^2}dt/\sqrt\pi=\tfrac12\mathrm{erf}\,y$, which turns $-\tfrac14$ into $+\tfrac14$. The third is $-y/\sqrt\pi$, which merges with the first integration constant into $cy$. The second integration constant is zero, because it would give $u_c\sim1/y$ at the origin. For the triplet the source vanishes at order $1/\mu$, and the solution is $\mathbf b\cdot\mathbf y/\mu=\mathbf b\cdot\mathbf r$, the gradient term of the Coulomb state. $\square$

For large $y$, $\mathrm{erf}\,y\to1$ with exponentially small error, so $u_c\to y/2+c+1/(4y)$. In the variable $r$ the inner solution becomes

$$\Psi_S\to A\Big[1+\frac r2+\frac c\mu+\frac{1}{4\mu^2r}\Big]. \tag{9}$$

The term $r/2$ is the Kato cusp. In the Coulomb problem the most singular terms give $(r\psi)''=\psi$, which is solved by $r\psi=A(r+r^2/2+\dots)$. The last term is the outer response to the removal of $w^{sr}$. Seen from outside, $w^{sr}$ acts as $(2\pi/\mu^2)\delta(\mathbf r)$ by (5), the change obeys $-2\nabla^2\delta\psi=(2\pi/\mu^2)A\,\delta(\mathbf r)$, and $-\nabla^2(1/4\pi r)=\delta(\mathbf r)$ gives $\delta\psi=A/(4\mu^2r)$, in agreement with (9) in sign and size. The constant $c$ is not fixed by the inner equation.

This part has derived the exact relations for $F-F^\mu$ and the first-order wave function near coalescence, up to the constant $c$. It remains to fix $c$, find the logarithmic term and prove (1) and (4).
